# Group delays in a parabolic squared-index slab: two derivations

## The result

A slab has the squared refractive index

$$n^2(x)=n_0^2\,(1-g^2x^2)$$

for all $x$ and is uniform in $y$ and $z$. With $k=\omega/c$ and the number

$$s_m=\frac{(2m+1)\,g}{k n_0},\qquad m=0,1,2,\dots,$$

the TE modes with $s_m<1$ propagate, with

$$\beta_m=k n_0\sqrt{1-s_m},\qquad \tau_m=\frac{n_0}{c}\,\frac{1-s_m/2}{\sqrt{1-s_m}}=\frac{n_0}{c}\left[1+\frac{s_m^2}{8}+O(s_m^3)\right].$$

Here $\tau_m=d\beta_m/d\omega$ is the group delay per unit length. The term linear in $s_m$ is absent, and for small $s_m$

$$\tau_m-\tau_0\simeq\frac{n_0}{2c}\left(\frac{g}{k n_0}\right)^2 m(m+1).$$

"Second order in mode number" therefore means second order in $s_m$, which is proportional to $2m+1$. The difference does contain a term linear in $m$, since $m(m+1)=m^2+m$, but that term too carries the square of the small ratio $g/(kn_0)$.

The medium is lossless and non-magnetic, and $n_0$ and $g$ do not depend on frequency. Fields vary as $e^{i(\beta z-\omega t)}$ with $\beta>0$, and TE means that the electric field points along $y$.

## First derivation: the wave equation

**The mode equation.** Maxwell's equations give $\nabla\times\nabla\times\mathbf E=k^2n^2\mathbf E$. For $\mathbf E=\hat{\mathbf y}\,E(x)e^{i\beta z}$ the divergence is $\partial_yE_y=0$, so the double curl is just $-\nabla^2\mathbf E$. Hence

$$E''+(k^2n^2-\beta^2)E=0. \tag{1}$$

No assumption of a weak index gradient has been made. Insert the profile, put $K=kn_0g$ and $\xi=\sqrt K\,x$. Then $d^2/dx^2=K\,d^2/d\xi^2$ and $k^2n_0^2g^2x^2=K\xi^2$. Division by $K$ gives

$$HE\equiv-\frac{d^2E}{d\xi^2}+\xi^2E=\lambda E,\qquad \lambda=\frac{k^2n_0^2-\beta^2}{kn_0g}. \tag{2}$$

**The allowed values of $\lambda$.** At large $|\xi|$ the solutions behave as $e^{+\xi^2/2}$ or $e^{-\xi^2/2}$, times powers of $\xi$. A bound mode has the decaying form on both sides, so boundary terms vanish in the integrations by parts below. Define

$$A=\xi+\frac{d}{d\xi},\qquad A^\dagger=\xi-\frac{d}{d\xi}.$$

Acting on any function $f$,

$$A^\dagger Af=\xi^2f+\xi f'-(\xi f)'-f''=(H-1)f,$$
$$AA^\dagger f=\xi^2f-\xi f'+(\xi f)'-f''=(H+1)f.$$

Therefore $AH=A(A^\dagger A+1)=(H+1)A+A=(H+2)A$, that is, $HA=A(H-2)$. If $Hf=\lambda f$, then $Af$ is either zero or a bound solution with eigenvalue $\lambda-2$. Moreover

$$\int|Af|^2d\xi=\int f^*A^\dagger Af\,d\xi=(\lambda-1)\int|f|^2d\xi,$$

so no eigenvalue lies below 1. Repeated lowering must then stop, and it can stop only if $Af=0$ at some stage. The same relation says that the eigenvalue there is 1. Counting the $m$ steps back up gives $\lambda=2m+1$.

All these values occur. The equation $Af=0$ has the bound solution $f=e^{-\xi^2/2}$. The adjoint relation $HA^\dagger=A^\dagger(H+2)$ raises the eigenvalue by 2, and $\int|A^\dagger f|^2d\xi=(\lambda+1)\int|f|^2d\xi$ is positive, so raising never gives zero. The modes are Gaussians times polynomials of degree $m$. From (2),

$$\beta_m^2=k^2n_0^2-(2m+1)kn_0g=k^2n_0^2(1-s_m). \tag{3}$$

**The delay.** Differentiate (3) with respect to $k$ at fixed $n_0$, $g$ and $m$:

$$2\beta_m\frac{d\beta_m}{dk}=2kn_0^2-(2m+1)n_0g=2kn_0^2\left(1-\frac{s_m}{2}\right).$$

Dividing by $2\beta_m=2kn_0\sqrt{1-s_m}$, and using $\tau_m=c^{-1}d\beta_m/dk$, yields the stated delay. Its square shows the cancellation without an expansion. Since $(1-s/2)^2=1-s+s^2/4$,

$$\left(\frac{c\tau_m}{n_0}\right)^2=1+\frac{s_m^2}{4(1-s_m)}. \tag{4}$$

The right side increases with $s_m$, so in this model each higher mode arrives later.

The size of the higher terms also follows from (4). Because $\sqrt{1+u}\le1+u/2$, the excess $c\tau_m/n_0-1$ is at most $s^2/[8(1-s)]$. It is at least $s^2/8$, because $(1+s^2/8)^2=1+s^2/4+s^4/64$ is smaller than $1+s^2/4+s^3/4$, which in turn does not exceed (4). The part left out by keeping only $s^2/8$ thus lies between zero and $s^3/[8(1-s)]$.

Finally,

$$s_m^2-s_0^2=\left(\frac{g}{kn_0}\right)^2\left[(2m+1)^2-1\right]=4\left(\frac{g}{kn_0}\right)^2m(m+1),$$

and multiplication by $n_0/(8c)$ gives the $m(m+1)$ law.

**Two limits.** For $s_m\ll1$, equation (3) becomes $\beta_m\simeq kn_0-(m+\tfrac12)g$. The modes are evenly spaced in $\beta$, and the spacing $g$ does not depend on frequency, so it contributes nothing to $d\beta/d\omega$. This is the absence of the linear term in another form.

For $s_m\to1$, $\beta_m\to0$ and the delay diverges as $n_0/(2c\sqrt{1-s_m})$. The field then reaches out to $|x|\approx1/g$, where $n^2$ vanishes. That belongs to the unlimited parabola and describes no ordinary dielectric guide.

## Second derivation: rays and a phase condition

**Travel time of a ray.** Let a ray make the angle $\theta$ with the $z$ axis. Snell's law keeps $n\cos\theta$ constant along it, and we write $\beta=kn\cos\theta$. Define $s=1-\beta^2/(k^2n_0^2)$, which for the moment may take any value between 0 and 1. The transverse wavenumber is

$$q(x)=\sqrt{k^2n^2-\beta^2}=kn_0\sqrt{s-g^2x^2},$$

and the slope of the ray is $dx/dz=\tan\theta=\pm q/\beta$. Hence

$$\left(\frac{dx}{dz}\right)^2=\frac{k^2n_0^2}{\beta^2}\,(s-g^2x^2),$$

which is solved by

$$x(z)=\frac{\sqrt s}{g}\sin(\Gamma z),\qquad \Gamma=\frac{kn_0g}{\beta}.$$

The ray turns at $x_t=\sqrt s/g$.

Without dispersion a pulse moves along the ray at speed $c/n$. The path element is $d\ell=dz/\cos\theta=(kn/\beta)\,dz$, so

$$\frac{dt}{dz}=\frac nc\,\frac{kn}{\beta}=\frac{k\,n^2(x)}{c\,\beta}.$$

Averaged over a period in $z$, $\sin^2$ gives $\tfrac12$, so the mean of $g^2x^2$ is $s/2$. Therefore

$$\tau=\frac{kn_0^2}{c\beta}\left(1-\frac s2\right)=\frac{n_0}{c}\,\frac{1-s/2}{\sqrt{1-s}}. \tag{5}$$

This shows what cancels. A steeper ray has a smaller $\beta$, and the factor $kn_0/\beta$ raises the delay by the fraction $s/2$ at first order. The same ray spends more of its path at low index, which lowers the mean of $n^2$ by the fraction $s/2$. What remains is second order.

**The allowed rays.** A guided mode requires the transverse wave to fit between the two turning points. Away from them put $E=Be^{\pm i\int q\,dx}$ in (1). This gives $B''\pm i(2qB'+q'B)=0$. If $q$ changes by only a small fraction of itself over a transverse wavelength $2\pi/q$, $B''$ may be dropped, and $B\propto q^{-1/2}$.

This form fails at a turning point, where $q=0$. Near $x=x_t$ take $q^2\simeq a(x_t-x)$ and $u=a^{1/3}(x-x_t)$, so that $d^2E/du^2=uE$. A solution is

$$E(u)=\int e^{i(t^3/3+ut)}\,dt,$$

taken along a line parallel to the real axis with $\mathrm{Im}\,t=h>0$. There the integrand falls off as a Gaussian, and

$$\frac{d^2E}{du^2}-uE=-\int(t^2+u)\,e^{i(t^3/3+ut)}dt=i\int\frac{d}{dt}e^{i(t^3/3+ut)}dt=0.$$

For $u>0$ choose $h=\sqrt u$ and $t=r+ih$. The exponent becomes $ir^3/3-r^2\sqrt u-\tfrac23u^{3/2}$, so this solution decays outside the turning point, as it must.

For $u=-v$ with large $v$, the phase $t^3/3-vt$ is stationary at $t=\pm\sqrt v$, where it equals $\mp\tfrac23v^{3/2}$ and has second derivative $\pm2\sqrt v$. The two Gaussian integrals add phases $\pm\pi/4$ and magnitudes proportional to $v^{-1/4}$. Their sum is

$$E\propto v^{-1/4}\cos\left(\tfrac23v^{3/2}-\frac\pi4\right),\qquad \tfrac23v^{3/2}=\int_x^{x_t}q\,dx'.$$

Since $v^{-1/4}\propto q^{-1/2}$, this joins the interior form. Starting from the left turning point gives the same expression with $\int_{-x_t}^{x}q\,dx'$. The two cosines have arguments that add up to $\Phi-\pi/2$, where $\Phi=\int_{-x_t}^{x_t}q\,dx$. They describe one field, up to a sign, at every interior $x$ only if $\Phi-\pi/2$ is a multiple of $\pi$:

$$\Phi=(m+\tfrac12)\pi,\qquad m=0,1,2,\dots, \tag{6}$$

with no negative $m$ because $\Phi>0$. For the parabola, substitute $gx=\sqrt s\sin\varphi$:

$$\Phi=\frac{kn_0s}{g}\int_{-\pi/2}^{\pi/2}\cos^2\varphi\,d\varphi=\frac{\pi kn_0s}{2g}.$$

Condition (6) then gives $s=(2m+1)g/(kn_0)=s_m$. The definition of $s$ returns (3), and (5) becomes the delay of mode $m$.

## What each derivation assumes

The first derivation solves the TE equation as it stands. It needs the parabola to continue without limit and the field to be square-integrable. It holds for $m=0$ as well as for high modes.

The second assumes that, away from the turning points, the transverse wavenumber $q$ changes by only a small fraction of itself over a transverse wavelength. A small change of the index alone is not enough. For the lowest modes the field has few oscillations, or none, between the turning points, and that assumption is not satisfied. The ray argument alone would therefore justify the result only for large $m$. That it gives the right $\beta_m$ for all $m$ is a property of this profile, established here by comparison with (3).

In return, the second derivation obtains (5) before any mode has been selected: delay is a function of $\beta/k$, and the phase condition merely picks values on that curve. It also identifies ray travel time with $d\beta/d\omega$ for other smooth profiles with two turning points, within its approximation. Differentiate (6) with respect to $k$ at fixed $m$. The moving end points contribute nothing because $q=0$ there, so

$$\int\frac{kn^2-\beta\,d\beta/dk}{q}\,dx=0.$$

Since $dz=\beta\,dx/q$ along the ray, $d\beta/dk$ is $k/\beta$ times the average of $n^2$ over $z$ (not over arc length), which is the ray result.

Both derivations, as written, take the index independent of frequency. For the cancellation itself only $g$ matters: (3) contains $k$ and $n_0$ only in the product $kn_0$, so a dispersive $n_0$ at fixed $g$ merely replaces the prefactor $n_0/c$ of the delay by $c^{-1}d(kn_0)/dk$. The stated prefactor needs the full assumption. The first uses this when $n_0$ and $g$ are held fixed in differentiation, the second when the pulse speed is set to $c/n$.

## How a first-order difference returns

The same balance can be written for wave fields. Let $\langle\cdot\rangle$ be an average weighted by $E^2$, with $E$ real and normalized, and let $Q=k^2n^2-\beta^2$. Differentiating (1) with respect to $k$, multiplying by $E$ and integrating removes the terms with $\partial E/\partial k$, because two integrations by parts turn them into (1) itself. What is left is

$$\frac{d\beta}{dk}=\frac{k\langle n^2\rangle}{\beta}. \tag{7}$$

Multiplying (1) by $E$ gives $\int E'^2dx=\int QE^2dx$. Multiplying it by $xE'$ gives $\int E'^2dx+\int(Q+xQ')E^2dx=0$. Together,

$$\int E'^2dx=-\frac{k^2}{2}\left\langle x\frac{dn^2}{dx}\right\rangle. \tag{8}$$

**Another power.** Take $n^2=n_0^2(1-U)$ with $U=|Gx|^p$ and $p>0$. Since $xU'=pU$, (8) gives $\int E'^2dx=\tfrac12pk^2n_0^2\langle U\rangle$. With $\beta^2=k^2\langle n^2\rangle-\int E'^2dx$ and $s=1-\beta^2/(k^2n_0^2)$,

$$s=\left(1+\frac p2\right)\langle U\rangle,\qquad \tau=\frac{n_0}{c}\,\frac{1-2s/(p+2)}{\sqrt{1-s}}=\frac{n_0}{c}\left[1+\frac{p-2}{2(p+2)}\,s+\dots\right].$$

Within this family the linear term vanishes only for $p=2$. For $p=4$ the coefficient is $1/6$; numerically solved modes give 0.1667.

**A cladding.** Let the parabola stop at $|x|=a$, with the constant index $n(a)$ outside. Put $\eta=g^2a^2$, let $P$ be the fraction of $\int E^2dx$ outside the core, and let $I$ be the integral of $g^2x^2E^2$ over the core. The gradient in (8) now acts only inside, so

$$1-\frac{\langle n^2\rangle}{n_0^2}=I+\eta P,\qquad s=2I+\eta P.$$

Eliminating $I$ gives $\langle n^2\rangle=n_0^2\,[1-(s+\eta P)/2]$. By (7) the delay acquires the first-order term $-(n_0/c)\,\eta P/2$: field in the cladding makes a mode arrive earlier.

## A graded core at 850 nm

Take rough values typical of a graded-index silica multimode core: $n_0=1.47$, half-width $a=25$ µm and numerical aperture 0.20. The aperture fixes the index at the core edge through $0.20^2=n_0^2-n^2(a)=n_0^2g^2a^2$. Thus

$$g=\frac{0.20}{1.47\times25\ \text{µm}}=5.442\times10^{-3}\ \text{µm}^{-1}.$$

With $kn_0=10.866$ µm$^{-1}$ the small ratio is $g/(kn_0)=5.008\times10^{-4}$. For $m=12$, $s_{12}=25\times5.008\times10^{-4}=0.01252$. The common delay is $n_0/c=4.903$ µs/km $=4.903\times10^6$ ps/km, so the leading law gives

$$\tau_{12}-\tau_0\simeq\tfrac12(4.903\times10^6)(5.008\times10^{-4})^2(12\times13)\ \text{ps/km}=95.9\ \text{ps/km}.$$

The closed formula gives 97.2 ps/km, as does numerical differentiation of $\beta$ obtained by diagonalizing (1). The leading law is low by 1.3 % of its own value, as expected from the next term, whose size relative to $s^2/8$ is about $s_{12}$.

The cancellation is visible in the separate factors. For this mode $kn_0/\beta$ exceeds 1 by $6.320\times10^{-3}$, while $\langle n^2\rangle/n_0^2$ falls below 1 by $6.260\times10^{-3}$. Their product exceeds 1 by only $1.98\times10^{-5}$.

**Where the parabola ends.** In the ideal profile $n^2$ vanishes at 184 µm, far outside the core. The cladding matters much sooner. Solved with a constant-index cladding, the slab guides 19 modes, and up to $m=12$ their delays relative to mode 0 stay within 10 % of the parabolic values. For $m=12$ the difference is 92.4 instead of 97.2 ps/km. For $m=14$ it is 59 ps/km, where the $m(m+1)$ law gives about 129.

Mode 17, whose turning point at 24.3 µm is still inside the core, arrives about 2460 ps/km before mode 0; the ideal formula puts it 192 ps/km after. The change of about $-2650$ ps/km, set equal to $-(n_0/c)\eta P/2$ with $\eta=(0.20/1.47)^2=0.0185$, corresponds to about 6 % of the squared field in the cladding. As far as the cladding is concerned, the ideal delays thus remain a good approximation for guided modes far from cutoff, here $m\le12$. The six highest guided modes, $m=13$ to 18, lie outside the 10 % band, and they set the total spread of delays if they are excited.

**Comparison with a real core.** The assumption of a frequency-independent profile is weak for doped silica, because core and cladding glasses disperse differently. Write $r=d\ln g/d\ln\omega$. The term $-(m+\tfrac12)g$ in $\beta_m$ then changes the delay relative to mode 0 by about $-mrg/\omega$. For an assumed $r=0.02$, the full calculation gives a change of $-593$ ps/km at $m=12$, six times the ideal difference and of opposite sign.

An exponent of 2.02 instead of 2, with the index at the core edge held fixed, adds 146 ps/km for the same mode. The two effects can be set against each other. To first order they contribute $-(n_0/c)\,rs/2$ and $+(n_0/c)(p-2)s/8$, which cancel for $p-2\simeq4r$. With the assumed $r$ this means an exponent near 2.08, at this wavelength and for guided modes far from cutoff.

Chromatic dispersion also broadens the pulse within each mode: an assumed coefficient of 100 ps/(nm km) and a source width of 0.5 nm give 50 ps/km. A fibre core, moreover, confines light in two transverse directions, so these slab figures are not a fibre specification. The quadratic law describes the ideal profile, and in this example modest departures from that profile outweigh it. Values for a few other modes are listed in the numerical output.

## Numbers as computed

```
vacuum wavelength (rough input) = 850 nm
axial index n0 (rough input) = 1.47
core half-width (rough input) = 25 um
numerical aperture (rough input) = 0.20
vacuum wavenumber k = 7.39198 1/um
axial wavenumber k n0 = 10.86621 1/um
profile constant g = 5.4422e-03 1/um
distance 1/g where n^2 = 0 = 183.7 um
small parameter g/(k n0) = 5.0083e-04
common delay n0/c = 4.9034 us/km
last m with turning point in core = 17
guided modes with real cladding = 19
last m with <10% cladding error = 12
m, s, beta (1/um), turning point (um):
   0  5.0083e-04  10.863493  4.11
   1  1.5025e-03  10.858048  7.12
   2  2.5042e-03  10.852601  9.20
   5  5.5092e-03  10.836241  13.64
  12  1.2521e-02  10.797973  20.56
  17  1.7529e-02  10.770555  24.33
m, delay minus mode 0 (ps/km): numeric, exact, m(m+1) law:
   1  1.232  1.232  1.230
   2  3.699  3.699  3.690
   5  18.552  18.552  18.449
  12  97.153  97.153  95.936
  17  191.538  191.538  188.181
m=12: k n0/beta - 1 = 6.31984e-03
m=12: <n^2>/n0^2 - 1 = -6.26043e-03
m=12: group index/n0 - 1 = 1.98448e-05
quartic profile, first-order coefficient = 0.1667
with cladding, delay minus mode 0:
  m=12: 92.43 ps/km
  m=14: 59.37 ps/km
  m=17: -2459.27 ps/km
assumed d ln g/d ln omega = 0.02
  its delay change, m=12: -593.3 ps/km
assumed profile exponent = 2.02
  its delay change, m=12: 146.3 ps/km
assumed chromatic coefficient = 100 ps/(nm km)
assumed source width = 0.5 nm
  chromatic spread = 50 ps/km
```
